# McClure's Diamagnetic Susceptibility of Massless Planar Dirac Electrons

## Diamagnetism at a band-touching point

Consider a conducting sheet whose valence and conduction bands meet at a point, with energies $\pm vk$ near it. A gate moves the chemical potential $\mu$ through the touching point, and a weak magnetic field is applied perpendicular to the sheet. At energy $E$ the density of states is proportional to $|E|$, so at the touching point, the Dirac point, there are no states at the Fermi level. One might expect the magnetic response to vanish there too. Instead, the orbital response of the cone is concentrated at that point: in the limit of zero field it is a negative peak in $\mu$ with height proportional to $1/T$, which tends to a delta function if $T$ is then lowered to zero. The reason lies in how a sum over Landau levels differs from the integral that it replaces.

### Model and conventions

Hartree atomic units are used, with $k_B=1$ and the magnetic field unit $\hbar/(ea_0^2)$. The electron charge is $-1$. There are $g$ identical flavours of non-interacting electrons, each with

$$H=v\,\boldsymbol\sigma\cdot(\mathbf p+\mathbf A),\qquad \mathbf A=(0,Bx),\qquad B>0. \tag{1}$$

Disorder and the Zeeman energy are left out, so the response is purely orbital. If $\Omega$ is the grand potential per area, the magnetization per area and the susceptibility are

$$M=-\frac{\partial\Omega}{\partial B},\qquad \chi(\mu,T)=-\lim_{B\to0}\frac{\partial^2\Omega}{\partial B^2}, \tag{2}$$

with $\mu$ and $T>0$ held fixed. The limit $T\to0$, if wanted, is taken afterwards. This order matters, as the zero-temperature cases below show.

### Landau levels

Write the spinor as $e^{iky}(u(x),l(x))$ and define

$$D=\frac{d}{dx}+k+Bx,\qquad D^\dagger=-\frac{d}{dx}+k+Bx.$$

Since $p_x-i(k+Bx)=-iD$ and $p_x+i(k+Bx)=iD^\dagger$, the eigenvalue equation is

$$Eu=-ivDl,\qquad El=ivD^\dagger u. \tag{3}$$

Eliminating $u$ gives $E^2l=v^2D^\dagger Dl$. In the product, the derivative acting on $k+Bx$ leaves an extra $-B$:

$$D^\dagger D=-\frac{d^2}{dx^2}+B^2\left(x+\frac kB\right)^2-B.$$

The first two terms are twice the Hamiltonian of an oscillator with unit mass and frequency $B$, so their eigenvalues are $(2n+1)B$. Those of $D^\dagger D$ are therefore $2nB$, and

$$E=\pm v\sqrt{2Bn},\qquad n=0,1,2,\ldots \tag{4}$$

For $n\ge1$, each oscillator function $l_n$ and each sign of $E$ give one state, with $u=-ivDl_n/E$. For $n=0$, $Dl=0$ is solved by the Gaussian $e^{-B(x+k/B)^2/2}$. The other equation, $D^\dagger u=0$, has the solution $e^{+B(x+k/B)^2/2}$, which cannot be normalized, so $u=0$. The zero level thus supplies one state for each $k$, not two.

In a sample of sides $L_x,L_y$, the values of $k$ are spaced by $2\pi/L_y$. The orbit centres $-k/B$ must lie within a length $L_x$, so $k$ has a range $BL_x$. Each level therefore holds $BL_xL_y/2\pi$ states, or $B/2\pi$ per area and flavour.

### The grand potential as a half-weighted sum

A state of energy $E$ contributes

$$\phi(E)=-T\ln\left[1+e^{(\mu-E)/T}\right] \tag{5}$$

to the grand potential. Levels at $E$ and $-E$ together contribute $G(E)=\phi(E)+\phi(-E)$. The zero level contributes $\phi(0)=G(0)/2$. Hence

$$\Omega=\frac{gB}{2\pi}\left[\frac{F(0)}2+\sum_{n=1}^{\infty}F(n)\right],\qquad F(n)=G\!\left(v\sqrt{2Bn}\right). \tag{6}$$

The factor one half on the first term is the end weight of the trapezoidal rule. It comes from the single zero mode.

Because $v\sqrt{2Bn}$ has infinite slope at $n=0$, it may seem that an expansion in derivatives of $F$ is forbidden. Multiplying the two logarithms' arguments shows why it is allowed:

$$G(E)=-\mu-T\ln\left[2\cosh\frac\mu T+2\cosh\frac ET\right]. \tag{7}$$

The power series of $\cosh(E/T)$ contains only even powers of $E$. Thus $G(E)=h(E^2)$, where $h(s)$ is smooth for all $s\ge0$, including $s=0$. With $w=2v^2B$, the summand is $F(n)=h(wn)$. The square roots from the two branches cancel in their sum.

The sum (6) still diverges, since $G(E)\simeq-E-\mu$ at large $E$: the negative-energy sea has no floor. Multiply $h(s)$ by a smooth function $C(s/\Lambda^2)$ with $C(0)=1$ and rapid decay, using the same function at every field. This compares the same range of energies with and without the field. A real crystal has further contributions from its bands far from the touching point, which this model does not describe.

### Euler–Maclaurin with its remainder

Let $t=x-\lfloor x\rfloor$ and define the periodic functions

$$P_1=t-\tfrac12,\quad P_2=t^2-t+\tfrac16,\quad P_3=t^3-\tfrac32t^2+\tfrac12t.$$

They obey $P_2'=2P_1$ and $P_3'=3P_2$ within each interval. $P_2$ and $P_3$ are continuous at the integers, with $P_2(0)=1/6$ and $P_3(0)=0$. Integration by parts over one interval gives

$$\int_n^{n+1}P_1F'\,dx=\frac{F(n)+F(n+1)}2-\int_n^{n+1}F\,dx.$$

Adding all intervals, with $F$ vanishing at infinity because of the cutoff, yields

$$\frac{F(0)}2+\sum_{n\ge1}F(n)-\int_0^\infty F\,dx=\int_0^\infty P_1F'\,dx. \tag{8}$$

Two more integrations by parts turn the right side into

$$-\frac{F'(0)}{12}-\frac12\int_0^\infty P_2F''dx=-\frac{F'(0)}{12}+R,\qquad R=\frac16\int_0^\infty P_3F'''dx. \tag{9}$$

The second boundary term vanishes because $P_3(0)=0$.

Now $F'''(x)=w^3h'''(wx)$, so substituting $s=wx$ gives

$$|R|\le\frac{w^2}{6}\max|P_3|\int_0^\infty|h'''(s)|\,ds. \tag{10}$$

At large $s$, $h\simeq-\sqrt s-\mu$ and $h'''$ falls as $s^{-5/2}$, so the integral converges without a cutoff. The terms in which derivatives act on $C$ vanish as $\Lambda\to\infty$: their integrals are at most of order $\Lambda^{-2}$. The change in the slope at zero, $wh(0)C'(0)/\Lambda^2$, vanishes too. The cutoff therefore disappears from the right side of (9).

Thus $R=O(B^2)$, and its contribution to $\Omega$ is $O(B^3)$. This estimate survives the two derivatives in (2). Differentiating $w^3h'''(wx)$ with respect to $w$ at fixed $x$ produces $sh''''$ and then $s^2h^{(5)}$, which are also integrable. Each derivative costs one power of $B$, so the remainder contributes $O(B)$ to the second derivative and drops out as $B\to0$.

### The susceptibility

The integral on the left of (8) is the energy without a field. With $E^2=wx$, so that $dx=2E\,dE/w$,

$$\frac{gB}{2\pi}\int_0^\infty F\,dx=\frac{g}{2\pi v^2}\int_0^\infty E\,G(E)\,dE. \tag{11}$$

This is the plane-wave result $g\int k\,dk\,G(vk)/2\pi$, and it does not depend on $B$. The field-dependent part is therefore

$$\Delta\Omega\equiv\Omega(B)-\Omega(0)=-\frac{gB}{2\pi}\frac{F'(0)}{12}+O(B^3). \tag{12}$$

To find the slope, note that $F'(0)=wh'(0)$, and that $G=h(0)+h'(0)E^2+\cdots$ implies $h'(0)=G''(0)/2$. Differentiating (5) gives the Fermi function:

$$\phi'(E)=f(E)=\frac1{e^{(E-\mu)/T}+1}.$$

Both terms of $G$ have the same second derivative at zero, so $G''(0)=2f'(0)$ and $h'(0)=f'(0)$. Hence $F'(0)=2v^2Bf'(0)$, and

$$\Delta\Omega=\frac{gv^2B^2}{12\pi}\,[-f'(0)]+O(B^3),\qquad -f'(0)=\frac1{4T\cosh^2(\mu/2T)}. \tag{13}$$

Two field derivatives and the minus sign in (2) give McClure's result,

$$\boxed{\chi(\mu,T)=-\frac{gv^2}{6\pi}\,\frac1{4T\cosh^2(\mu/2T)}}. \tag{14}$$

The sign can be read from the sum at $\mu=0$. There $h'(s)=-\tanh(y)/(4Ty)$ with $y=\sqrt s/2T$. Since $\tanh(y)/y$ decreases, $h'$ increases and $h$ is convex. On each interval the trapezoidal rule overestimates the integral of a convex function. The cutoff spoils the convexity only at energies of order $\Lambda$, and its effect vanishes as $\Lambda\to\infty$, so gathering the states into levels raises $\Omega$. At $\mu=0$ the cone is diamagnetic.

### The delta function and its width

With $\mu=2Tu$, the area of the thermal factor is

$$\int_{-\infty}^{\infty}\frac{d\mu}{4T\cosh^2(\mu/2T)}=\frac12\int_{-\infty}^{\infty}\frac{du}{\cosh^2u}=1.$$

If the factor is multiplied by a smooth bounded function $q(\mu)$ before integration, the same substitution puts $q(2Tu)$ under the integral, which tends to $q(0)$ as $T\to0$. In this sense

$$\chi(\mu,T)\longrightarrow-\frac{gv^2}{6\pi}\,\delta(\mu). \tag{15}$$

At finite temperature the peak height and full width at half height are

$$\chi(0,T)=-\frac{gv^2}{24\pi T},\qquad \Delta\mu=4T\,\mathrm{arcosh}\sqrt2\simeq3.53\,T. \tag{16}$$

The width follows from $\cosh^2(\mu/2T)=2$. Heating lowers and widens the peak at fixed area. For $|\mu|\gg T$, (14) falls as $e^{-|\mu|/T}$: the response measures how strongly the occupation varies at the Dirac energy, not how many states lie at $\mu$. This exponential tail belongs to the unbounded cone. In a crystal the rest of the bands add a smooth background that can have the opposite sign. For the honeycomb lattice with nearest-neighbour hopping $t$ and bond length $a$, it is about $+0.089\,e^2ta^2/\hbar^2$ per spin, and at $T=0.02t$ the total susceptibility turns paramagnetic near $|\mu|\approx5T$.

### How small the field must be

The next term at $\mu=0$ shows when (14) can be used at finite field. Let $P_4=t^4-2t^3+t^2-1/30$, so that $P_4'=4P_3$. Another integration by parts in $R$ gives the boundary term $-P_4(0)F'''(0)/24=F'''(0)/720$. From (7) at $\mu=0$, $h=-2T\ln[2\cosh(\sqrt s/2T)]$. Using $\ln\cosh y=y^2/2-y^4/12+y^6/45-\cdots$,

$$h(s)=-2T\ln2-\frac{s}{4T}+\frac{s^2}{96T^3}-\frac{s^3}{1440T^5}+\cdots.$$

Therefore $F'(0)=-w/4T$ and $F'''(0)=-w^3/240T^5$. The two correction terms add to

$$\frac{w}{48T}-\frac{w^3}{172800\,T^5}=\frac{w}{48T}\left[1-\frac{w^2}{3600T^4}\right].$$

With $w=2v^2B$, this becomes

$$\Delta\Omega(\mu=0)=\frac{gv^2B^2}{48\pi T}\left[1-\frac1{900}\left(\frac{v^2B}{T^2}\right)^2+\cdots\right]. \tag{17}$$

The control parameter is $v^2B/T^2$, half the squared ratio of the first Landau energy to $T$. The small coefficient makes the quadratic law accurate even when that energy is comparable with $T$.

### A worked case

Take the round model parameters $g=4$, $v=0.4$, $T=0.001$ hartree (316 K) and $B=10^{-6}$ atomic units (0.235 tesla). The first level lies at $v\sqrt{2B}=5.66\times10^{-4}$ hartree, or $0.566\,T$. The weight of the delta function is

$$-\frac{gv^2}{6\pi}=-\frac{4(0.4)^2}{6\pi}=-0.03395.$$

Dividing by $4T=0.004$ gives $\chi(0,T)=-8.488$ atomic units. The unit of susceptibility per area is $e^2/m_e$, so this equals $-2.392\times10^{-7}\ \mathrm{J\,T^{-2}\,m^{-2}}$. The magnetization is $\chi B=-8.49\times10^{-6}$ atomic units.

The same response can be obtained without Euler–Maclaurin. Sum (6) level by level, integrate the plane-wave energy (11) by Gauss–Legendre quadrature, and form $-2\Delta\Omega/B^2$. With the factor $e^{-(E/40T)^4}$ in both parts, the results in atomic units are:

| $\mu/T$ | explicit sum | formula (14) |
|---:|---:|---:|
| 0 | −8.4880 | −8.4883 |
| 1 | −6.6756 | −6.6756 |
| 2 | −3.5649 | −3.5649 |
| 5 | −0.2257 | −0.2257 |

At $\mu=0$, $v^2B/T^2=0.16$, and (17) predicts a relative reduction of $(0.16)^2/900\simeq3\times10^{-5}$. This accounts for the difference in the first row. The ratio $-2\Delta\Omega/B^2$ equals $-\partial^2\Omega/\partial B^2$ only as $B\to0$: the $B^4$ term in (17) shifts the second derivative six times as much, to $-8.4868$ at this field. Replacing $40T$ by $25T$ in the cutoff changes the sum only in the sixth decimal place, which is the level of rounding error in subtracting the two large energies.

Integrating the explicit sums over $\mu$ by the trapezoidal rule gives $-0.03395$, the weight in (15). Their full width at half height is $0.00353$ hartree, in agreement with (16). At the same field, halving $T$ changes the peak value to $-16.97$, and doubling $T$ changes it to $-4.244$.

At the larger field $B=5\times10^{-6}$, $v^2B/T^2=0.8$. The explicit energy then differs from the leading quadratic term by $-7.06\times10^{-4}$ of that term, while the correction in (17) is $-7.11\times10^{-4}$.

### Zero temperature at the Dirac point

If $T\to0$ at fixed $B$, the argument above fails. At $\mu=0$, $G(E)=-|E|$ and $F(n)=-\sqrt{wn}$, whose slope at $n=0$ is infinite. The sum must be treated from $n=1$. For $x^{-z}$ with $\mathrm{Re}\,z>1$, the steps leading to (9), started at $x=1$, give

$$\zeta(z)=\frac1{z-1}+\frac12+\frac z{12}-\frac{z(z+1)}2\int_1^\infty P_2(x)x^{-z-2}dx. \tag{18}$$

The integral converges for $\mathrm{Re}\,z>-1$, so (18) continues $\zeta$ to $z=-1/2$. Apply the same steps to $\sqrt x$ with the cutoff $C(\epsilon x)$, $\epsilon=w/\Lambda^2$, and subtract $\int_0^\infty\sqrt x\,C\,dx$. The part of the integral from 0 to 1 leaves $-2/3$, and

$$\sum_{n\ge1}\sqrt n\,C-\int_0^\infty\sqrt x\,C\,dx\longrightarrow-\frac23+\frac12-\frac1{24}+\frac18\int_1^\infty\frac{P_2(x)}{x^{3/2}}dx=\zeta(-\tfrac12).$$

Terms with derivatives of $C$ vanish: with $|P_2|\le1/6$, the integrals of $\epsilon x^{-1/2}|C'|$ and $\epsilon^2\sqrt x\,|C''|$ bound them by a constant times $\epsilon^{1/2}$. Multiplication by $-\sqrt w\,gB/2\pi$ gives

$$\Delta\Omega=-\frac{g}{2\pi}\sqrt2\,v\,\zeta(-\tfrac12)\,B^{3/2},\qquad -\zeta(-\tfrac12)=0.207886. \tag{19}$$

For $g=4$, $v=0.4$ and $B=10^{-6}$, this is $7.4865\times10^{-11}$ atomic units. An explicit sum at a temperature negligible beside the first level gives the same value to these digits. The magnetization from (19) varies as $-\sqrt B$, and $-\partial^2\Omega/\partial B^2$ diverges as $-B^{-1/2}$. The finite peak in (14) exists because temperature smooths the cusp of $|E|$ before $B$ goes to zero.

### Zero temperature away from the Dirac point

For $T=0$ and $\mu>0$, $\phi(E)=\min(E-\mu,0)$. Hence $G=-2\mu$ for $0\le E<\mu$ and $G=-E-\mu$ for $E>\mu$. The summand is flat up to

$$\nu=\frac{\mu^2}{2v^2B},$$

where its slope jumps from zero to $-dE/dn=-w/2\mu=-v^2B/\mu$. Since $F$ is continuous, (8) still holds. Integration by parts from $\nu$ to infinity gives

$$\int_\nu^\infty P_1F'dx=-\frac12P_2(\nu)F'(\nu^+)+\cdots=\frac{v^2B}{2\mu}P_2(\nu)+\cdots.$$

The next term contains $F''(\nu^+)=w^2/4\mu^3$, smaller than the slope by a factor of order $1/\nu$. At leading order for many filled levels,

$$-\frac{2\Delta\Omega}{B^2}\simeq-\frac{gv^2}{2\pi\mu}P_2(\nu). \tag{20}$$

This ratio has no limit as $B\to0$: $\nu$ grows and $P_2$ keeps oscillating between $1/6$ and $-1/12$. For $\mu=0.01$ hartree and the same $g$ and $v$, (20) gives $-1.698$ at integer $\nu$ and $+0.849$ at half-integer $\nu$. Explicit sums at $T=10^{-9}$ hartree with the cutoff at $10\mu$ give $-1.697$ and $+0.849$ at both $\nu=50,50.5$ and $\nu=200,200.5$; at strictly zero temperature and without the cutoff the first value is $-1.698$. Lowering the field fourfold does not reduce the oscillation. The second derivative in (2) behaves worse still: differentiating $P_2(\nu)$ twice brings a factor $(d\nu/dB)^2=\nu^2/B^2$, so between integer values of $\nu$ it grows as $B^{-2}$.

Temperature removes the oscillation when the limits are taken in the order of (2). The finite-temperature potential is the zero-temperature potential averaged over chemical potentials $\mu'$ with weight $1/[4T\cosh^2((\mu'-\mu)/2T)]$, because this average turns $\min(E-\mu',0)$ into (5). One oscillation occupies an interval $v^2B/\mu$ of chemical potential. When this is much smaller than $T$, the average covers many periods, and $P_2$ has zero mean. Near $\mu'=0$, by contrast, the response has height of order $B^{-1/2}$ and width of order $B^{1/2}$. Its area can stay finite as $B\to0$, and (15) gives the value of that area.

All numerical values are calculated from the stated model.
